# Ion Entry Speeds at the Sheath of a Multicomponent Plasma

**Q.** I have an argon plasma that also contains tantalum ions, and I want the tantalum flux to a wafer. Bohm's criterion says that an ion of mass \(m\) must reach \(\sqrt{kT_e/m}\) at the sheath edge. I therefore give each species its own Bohm speed and multiply by its edge density. Each ion has to satisfy its own criterion, doesn't it?

**A.** Let us see what the sheath demands. Take a planar sheath, thin compared with the plasma, without collisions or ionization inside it. Electrons follow the Boltzmann law. Positive ions of species \(j\), with charge \(Z_je\), density \(n_j\) and mass \(m_j\), are cold and cross the edge toward the wall at speed \(u_j\).

Put the potential \(\phi\) to zero at the edge and define \(\chi=-e\phi/kT_e\), which grows toward the wall. Energy conservation gives the ion speed \(v_j\) inside the sheath:
\[
\tfrac12m_jv_j^2=\tfrac12m_ju_j^2+Z_jkT_e\chi ,
\]
\[
v_j=u_j\sqrt{1+2b_j\chi},\qquad b_j=\frac{Z_jkT_e}{m_ju_j^2}=\frac{c_j^2}{u_j^2}.
\]
Here \(c_j=\sqrt{Z_jkT_e/m_j}\) is the individual Bohm speed, so your belief reads \(b_j\le1\) for every \(j\).

The flux \(n_jv_j\) is constant, so each ion density falls as \((1+2b_j\chi)^{-1/2}\). Let \(a_j=Z_jn_j/n_e\) be the charge shares at the edge; neutrality there makes them add to 1. Poisson's equation is \(\varepsilon_0\phi''=-e(\sum_jZ_jn_j-n_e)\). Measure distance \(\xi\) in Debye lengths \(\lambda_D=\sqrt{\varepsilon_0kT_e/(n_ee^2)}\), with \(n_e\) taken at the edge. The minus sign in \(\chi\) cancels the one in Poisson's equation:
\[
\frac{d^2\chi}{d\xi^2}=\rho(\chi)=\sum_j\frac{a_j}{\sqrt{1+2b_j\chi}}-e^{-\chi}.
\]
For small \(\chi\), \((1+2b_j\chi)^{-1/2}\approx1-b_j\chi\) and \(e^{-\chi}\approx1-\chi\). The constants cancel, leaving
\[
\rho\approx(1-B)\chi,\qquad B=\sum_ja_jb_j .
\]
The species enter only through this sum, because Poisson's equation responds to the total charge and not to its parts.

**Q.** Why must \(B\) not exceed 1?

**A.** Multiply Poisson's equation by \(d\chi/d\xi\) and integrate from the edge. Seen from a thin sheath, both the potential and the field vanish there, so
\[
\frac12\left(\frac{d\chi}{d\xi}\right)^2=\int_0^\chi\rho(s)\,ds .
\]
If \(B>1\), the right side is negative for small \(\chi\), while the left side cannot be. No monotone sheath can start. Small disturbances instead obey \(\chi''=-(B-1)\chi\), an oscillation of wavelength \(2\pi\lambda_D/\sqrt{B-1}\). For \(B=1.2\) this is 14.05 Debye lengths.

**Q.** That is a condition at the very edge. Perhaps the separate conditions are needed deeper in, where a slow species might cause trouble.

**A.** They are not. At fixed \(\chi>0\), regard \(f(b)=(1+2b\chi)^{-1/2}\) as a function of \(b\). Its second derivative, \(3\chi^2(1+2b\chi)^{-5/2}\), is positive, so \(f\) is convex and its weighted average is at least its value at the average argument. Since \(f\) also decreases with \(b\), \(B\le1\) gives
\[
\sum_ja_jf(b_j)\ge\frac1{\sqrt{1+2B\chi}}\ge\frac1{\sqrt{1+2\chi}}>e^{-\chi}.
\]
The last step is \(e^{2\chi}>1+2\chi\). The net charge is therefore positive at every depth, the integral above is positive, and the potential continues monotonically to any wall voltage. Under the stated assumptions, a monotone sheath exists if and only if
\[
\sum_j\frac{Z_jn_j}{n_e}\,\frac{Z_jkT_e}{m_ju_j^2}\le1 .
\]
Your separate conditions guarantee this inequality, but it does not require them. One species may be slower than its own Bohm speed if another is sufficiently faster.

**Q.** How slow may one species be?

**A.** Every term is positive, so \(a_jb_j\le1\), which means \(u_j\ge\sqrt{a_j}\,c_j\). This is a bound: reaching it would require the other terms to vanish, hence infinitely fast partners. For a single species \(a=1\), and the usual criterion returns. For a trace ion \(a_j\to0\), and the lower bound on its speed tends to zero. Unless it moves close to that bound, its term in \(B\) is small: the majority ion then has to satisfy its own criterion nearly alone, while the trace ion arrives at whatever speed the plasma in front of the sheath gave it. Close to the bound even a trace ion matters. With a share of 0.01 and 0.12 of its own Bohm speed it contributes 0.69 to \(B\), and a single majority species must then enter at no less than 1.80 times its own Bohm speed.

**Q.** But that plasma accelerates all ions through the same potential. Singly charged ions gain the same energy, so \(m_ju_j^2\) is the same for all. Doesn't that give my answer?

**A.** In that case, yes. Equal energies make all \(b_j\) equal to one value \(b\). Then \(B=b\), and an edge at \(B=1\) gives every ion its own Bohm speed. The result comes from the acceleration region, the presheath, and not from the sheath. To see when it holds, write the presheath equations for singly charged ions. Let \(x\) run from the midplane of a symmetric discharge to the edge, let primes now denote \(d/dx\), let \(S_j\) be the ionization rate per volume, and let new ions start at rest:
\[
(n_ju_j)'=S_j,\qquad
(n_ju_j^2)'=n_jc_j^2\chi'-n_jG_j .
\]
The force term follows from \(eE/m_j=c_j^2\chi'\). The deceleration \(G_j\) comes from gas collisions and from friction with the other ions. Subtract \(u_j\) times the first equation from the second and divide by \(n_j\):
\[
u_ju_j'=c_j^2\chi'-D_j,\qquad D_j=G_j+\frac{S_ju_j}{n_j}.
\]
The last term is the cost of bringing newborn ions up to speed.

First set \(G_j=0\) and let both species be produced with the same spatial profile. With \(w_j=u_j/c_j\) and flux \(\Gamma_j=n_ju_j\), division by \(c_j^2\) gives
\[
w_jw_j'=\chi'-\frac{S_j}{\Gamma_j}w_j^2 .
\]
The flux is the integral of the source from the midplane, so \(S_j/\Gamma_j\) is the same function for every species. Both \(w_j\) obey one equation from the same start, \(w=0\), and remain equal. At the edge \(B=1/w^2=1\), hence \(w=1\). Within the cold-fluid model, your rule is correct for this drag-free presheath with proportional sources. The model leaves out the velocity spread of ions born at different potentials. With that spread included, and with ions created at rest in proportion to \(n_e\), the mean edge speed is about 14% above the individual Bohm speed, by the same factor for every mass.

**Q.** You set \(B=1\) there, but the sheath only asks for \(B\le1\). What picks the equality?

**A.** The neutral presheath does. Expand the flux derivative and insert the speed equation:
\[
n_j'=\frac{S_j}{u_j}-\frac{n_ju_j'}{u_j}
=\frac{S_j}{u_j}+\frac{n_jD_j}{u_j^2}-n_jb_j\chi' .
\]
Sum over species. Neutrality and the Boltzmann law give \(\sum_jn_j'=n_e'=-n_e\chi'\), while \(\sum_jn_jb_j=n_eB\). Therefore
\[
(B-1)\chi'=\frac1{n_e}\sum_j\left(\frac{S_j}{u_j}+\frac{n_jD_j}{u_j^2}\right).
\]
Near the midplane the ions are slow and \(B\) is large. As they accelerate, \(B\) falls. With a positive right side, the field grows without limit as \(B\to1\), and the neutral description ends there. Ionization and gas drag make positive contributions. Ion friction contributes in proportion to \(F(b_1-b_2)\), where \(F\) is the force per volume slowing species 1; this is positive if species 1 is the faster one and also has the larger \(b\).

The equality is one equation for two speeds. It defines a curve of allowed pairs, and drag, friction and ionization select the point on it.

**Q.** Then show me how far the point moves in a deposition plasma.

**A.** Take \(kT_e=3\) eV, argon at 3 mTorr and 400 K, a half-width of 5 cm, a central density of \(10^{11}\) cm\(^{-3}\), and equal production of Ar\(^+\) and Ta\(^+\), each proportional to \(n_e\). The masses are 39.948 and 180.948 u, so the individual Bohm speeds are 2.69 and 1.27 km/s.

For the drag I choose two round cross-sections: \(10^{-14}\) cm\(^2\) for Ar\(^+\), with every collision treated as charge exchange, and a momentum-transfer cross-section of \(5\times10^{-15}\) cm\(^2\) for Ta\(^+\). The gas density is \(p/kT=7.24\times10^{13}\) cm\(^{-3}\). Charge exchange replaces a moving argon ion by one at rest, so all its directed momentum is lost and its stopping length is
\[
\lambda_{\rm Ar}=\frac1{7.24\times10^{13}\times10^{-14}}\ \text{cm}=1.38\ \text{cm}.
\]
A tantalum ion scattered isotropically in the centre-of-mass frame loses on average the fraction \(m_{\rm Ar}/(m_{\rm Ar}+m_{\rm Ta})=0.181\), which gives \(\lambda_{\rm Ta}=15.3\) cm. The gas deceleration is \(u_j^2/\lambda_j\). Argon is thus damped much more strongly than tantalum.

**Q.** And the friction between the two ions?

**A.** At relative speed \(v\) and reduced mass \(m_r\), a distant Coulomb encounter with impact parameter \(s\) deflects by \(\theta\approx2s_0/s\), where \(s_0=e^2/(4\pi\varepsilon_0m_rv^2)\). The lost fraction of momentum is \(1-\cos\theta\approx2s_0^2/s^2\). Integration over \(2\pi s\,ds\) gives the cross-section \(4\pi s_0^2\ln\Lambda\). Multiplying by \(n_1n_2v\) and by the momentum \(m_rv\) gives a force per volume proportional to \(1/v^2\).

Now average over two Maxwellians with drift difference \(V\). An inverse-square vector averaged over a Gaussian is the field of a Gaussian charge cloud, so Gauss's law supplies the enclosed fraction:
\[
F=\frac{n_1n_2e^4\ln\Lambda}{4\pi\varepsilon_0^2m_r}\,
\frac{\operatorname{erf}y-2ye^{-y^2}/\sqrt\pi}{V^2},
\]
\[
y=\frac Vw,\qquad w^2=2kT_i\left(\frac1{m_1}+\frac1{m_2}\right).
\]
I use \(\ln\Lambda=10\), a round value on the high side: taking the ion or the electron Debye length as the largest impact parameter gives about 6 to 10 here, so the Coulomb friction is, if anything, overstated. The ion temperature is \(kT_i=0.05\) eV. This temperature enters the friction; the ion fluids themselves are treated as cold.

I integrated the presheath equations numerically from the midplane, adjusting the ionization frequency so that \(B=1\) falls at 5 cm. The other inputs were held fixed while the friction was multiplied by 0, 1 or 30:

| Friction | Ar\(^+\), km/s | Ta\(^+\), km/s | \(a_{\rm Ar}b_{\rm Ar}+a_{\rm Ta}b_{\rm Ta}\) |
|---|---|---|---|
| 0 | 2.38 | 1.38 | 0.47 + 0.53 |
| 1 | 2.26 | 1.49 | 0.57 + 0.43 |
| 30 | 2.14 | 1.75 | 0.71 + 0.29 |

In the middle row the edge shares are 0.398 argon and 0.602 tantalum, and the speeds are 0.838 and 1.180 times the individual Bohm speeds. The sum is
\[
\frac{0.398}{0.838^2}+\frac{0.602}{1.180^2}=0.57+0.43=1.00 .
\]
In this cold-fluid model, argon enters 16% below its own Bohm speed, tantalum 18% above.

Gas drag is not essential to the effect. With no gas drag and the unmultiplied Coulomb friction, the speeds are 0.85 and 1.14 times the individual Bohm speeds; with thirtyfold friction they are 2.13 and 1.78 km/s. With neither, they return to the individual Bohm values, as derived above.

**Q.** If friction is strong enough, do they enter at one common speed?

**A.** A common speed is allowed. Setting \(u_1=u_2=u\) in \(B=1\) gives \(u^2=\sum_ja_jc_j^2\), or 2.04 km/s for the shares in the last row. The computed speeds lie on either side of it, 0.39 km/s apart. With this friction law the speeds do not stay together up to the edge, however large the multiplier. Ions locked to one speed form a single fluid of mean mass \(\sum_ja_jm_j\), whose neutral flow becomes singular at \(u^2=kT_e/\sum_ja_jm_j\). For equal production the locked shares are 0.5 each, this speed is 1.62 km/s, and \(B\) is still 1.69 there. The field then steepens, and since it accelerates the lighter ion more strongly, argon slips ahead in a thin layer until \(B=1\) is reached. The gap falls to 0.28 km/s at a multiplier of 300 and 0.25 km/s at 3000, and levels off near 0.24 km/s.

**Q.** What does my rule do to the tantalum flux?

**A.** Keep the correct edge densities in the middle case. The electron density there is \(4.20\times10^{10}\) cm\(^{-3}\), so
\[
\Gamma_{\rm Ta}=0.602\times4.20\times10^{10}\times1.492\times10^5
\approx3.8\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}.
\]
Your rule replaces the speed by \(1.265\times10^5\) cm/s and gives \(3.2\times10^{15}\) cm\(^{-2}\) s\(^{-1}\), which is 15% below the model's flux. It also overstates the argon flux, so the tantalum share of the ion flux comes out as 0.42 instead of 0.50. The value 0.50 follows from continuity: half the ions are produced as tantalum, and all ions leave through the edge.

If the edge shares and one entry speed are known, and if the ions are nearly cold and the electrons Boltzmann-distributed, \(B=1\) supplies the other speed. Here \(b_{\rm Ta}=(1-0.568)/0.602=0.718\), hence \(u_{\rm Ta}=c_{\rm Ta}/\sqrt{0.718}=1.18\,c_{\rm Ta}\).

**Q.** Why multiply the friction by 30? Is that a prediction?

**A.** No, it is an assumed stand-in for coupling through waves. Ion streams with different speeds can be unstable. For a wave of wavenumber \(k\) and phase speed \(w_p\), the linearized Vlasov equation gives the ion density perturbation \(n_j(e\phi/m_j)\int f_j'(v)/(v-w_p)\,dv\), with \(f_j\) normalized to 1. The Boltzmann electrons respond with \(n_ee\phi/kT_e\). Poisson's equation then yields
\[
1+k^2\lambda_D^2=P(w_p)=\sum_ja_jc_j^2\int\frac{f_j'(v)}{v-w_p}\,dv .
\]
At the dip between the streams, where \(\sum_ja_jc_j^2f_j'\) passes from negative to positive, the imaginary part of \(P\) vanishes. By Nyquist's argument, \(P>1\) there means that waves with \(k^2\lambda_D^2<P-1\) grow. For 0.05 eV Maxwellians, \(P=9.7\) in the middle row, so that state is unstable in a uniform plasma; broader velocity distributions can remove the instability. In the last row there is no dip and no such instability. The calculation does not say how much friction the waves produce, so the actual point may lie away from the middle row.

**Q.** Argon ions that have just exchanged charge are slow. Does a single entry speed even describe them?

**A.** Only roughly, and this is the largest correction I sized for the inequality itself. Each narrow velocity group can be counted as a separate cold species, so the proof carries over with \(1/u_j^2\) replaced by an average:
\[
\sum_ja_jc_j^2\left\langle\frac1{v^2}\right\rangle_j\le1 ,
\]
provided that all ions move toward the wall and the averages are finite. Slow ions count heavily.

For a uniform velocity band of half-width \(d\), \(\langle1/v^2\rangle=1/(u^2-d^2)\). Its variance is \(d^2/3=kT_i/m\), so \(u^2\) becomes \(u^2-3kT_i/m\). With 0.05 eV and the middle-row speeds, \(B\) rises to 1.06.

The spread of ions that start at rest at different potentials, after ionization or after charge exchange, matters more. On the computed potential profile, I let argon ions start at rest at the rate \(S+\Gamma/\lambda_{\rm Ar}\), survive to the edge with probability \(e^{-\Delta x/\lambda_{\rm Ar}}\) over the remaining distance \(\Delta x\), and fall freely. Their mean speed is 2.5 km/s with an rms spread of 0.7 km/s, and, with tantalum kept cold and the fluid shares retained, the sum becomes 1.24. Tantalum is also born at rest along the presheath; treating it likewise, with its drag and the mean friction force, raises its term from 0.43 to about 0.53 and the sum to about 1.33. Charge exchange is not the only cause: the same construction on the drag-free presheath already gives 1.27. The cold-fluid edge is therefore not quite the kinetic edge. Raising all speeds by \(\sqrt{1.24}\) to \(\sqrt{1.33}\), about 11 to 15%, would restore the equality. That is a rough indication, not a self-consistent kinetic solution. The average of \(1/v^2\) is finite here only because the neutral model makes the field infinite at the edge; with a finite field, ions born at rest just in front of the edge would make it diverge, and the inequality in this form could not be used. The correction matters for the example: raised by 11 to 15%, the mean argon speed of 2.5 km/s would lie 2 to 6% above argon's own Bohm speed of 2.69 km/s, though still below the drag-free kinetic value of 1.14 times that speed. The 16% deficit found above therefore belongs to the cold-fluid model, and it does not show that the mean argon speed in a real plasma is below the Bohm value.

**Q.** How close is all this to a real tantalum deposition tool?

**A.** A few mTorr, a few eV and about \(10^{11}\) cm\(^{-3}\) are rough values for low-pressure ionized sputtering. The equal production of the two ions is a choice, and real ratios vary widely with power and geometry. The thin, collisionless sheath is a fair approximation here: \(\lambda_D=63\) µm is 0.13% of the half-width, and integrating the sheath equation from 0.3 to 50 V gives a thickness of 0.96 mm, 7% of the argon stopping length. Cold ions are the assumption that fails most clearly among those sized, at the level of about 11 to 15% in speed. Sputtered tantalum atoms also carry energy before they are ionized, and magnetrons have magnetic fields and often pulsed power. I have not sized those effects, so the flux above belongs to the model and not to a particular tool.

**Q.** So is the combined inequality universal?

**A.** It is universal over ion masses, charges and mixing ratios within the stated sheath model. If the electrons are not Boltzmann-distributed, their density near the edge is \(n_e(1-s\chi)\) with some other slope \(s\), and the same expansion gives \(B\le s\) as the necessary condition. Whether the charge then stays positive deeper in must be checked for that electron law. Collisions or ionization within the sheath change the ion densities themselves, and the derivation no longer applies. What the sheath constrains in this model is the sum; the individual speeds have to come from the presheath or from a measurement.
